# Slater integrals over radial Gaussians: algebraic and arctangent cases

Two electrons in an atom repel each other, and when their orbitals are expanded in Gaussians the repulsion reduces to radial integrals over products of four functions \(r^n e^{-ar^2}\). For four functions \(e^{-ar^2}\) of s symmetry the monopole integral contains nothing worse than a square root. Replace one of them by \(r e^{-ar^2}\), still of s symmetry, and an arctangent appears; replace two, and it disappears again. An implementation of these closed forms must choose the right one from the powers \(n\) and the multipole order \(k\).

## Definition and result

The Coulomb interaction is expanded in multipoles,

\[
\frac1{r_{12}}=\sum_{k=0}^{\infty}\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),
\]

where \(r_<\) and \(r_>\) are the smaller and larger of \(r_1,r_2\), and \(\gamma\) is the angle between the position vectors. Hartree atomic units are used. The radial functions are

\[
R_i(r)=r^{n_i}e^{-a_ir^2},\qquad n_i=0,1,2,\ldots,\quad a_i>0,
\]

without normalization factors, and the volume element is \(r^2dr\). Functions \(a,c\) belong to electron 1 and \(b,d\) to electron 2. With

\[
M=n_a+n_c+2,\quad N=n_b+n_d+2,\quad p=a_a+a_c,\quad q=a_b+a_d,
\]

the integral is

\[
R^k(ab;cd)=\int_0^\infty\!\!\int_0^\infty r_1^M e^{-pr_1^2}\,
\frac{r_<^k}{r_>^{k+1}}\,r_2^N e^{-qr_2^2}\,dr_1dr_2 .
\]

The factors \(r_1^2r_2^2\) are already contained in \(M\) and \(N\). Code that stores \(P_i=rR_i\) must not add them again.

Assume \(M>k\) and \(N>k\). Then \(R^k\) is a finite closed expression. For fixed integers \(n_i\) and \(k\), it is an algebraic function of \(p\) and \(q\) if \(n_a+n_b+n_c+n_d\) is even. If the sum is odd, one arctangent remains, with a nonzero coefficient. Constants such as \(\sqrt\pi\) do not affect this classification.

## From two radii to one angle

Split the integration region at \(r_1=r_2\). Where electron 2 is inside, put \(r_2=tr_1\) with \(0<t<1\), so that \(dr_2=r_1dt\). The powers of \(r_1\) add up to

\[
M+(N+k)-(k+1)+1=M+N,
\]

and \(t\) carries the power \(N+k\). The remaining radial integral is elementary: with \(L=(M+N+1)/2\),

\[
\int_0^\infty r_1^{M+N}e^{-(p+qt^2)r_1^2}dr_1
=\frac{\Gamma(L)}{2(p+qt^2)^L}.
\]

The region with electron 1 inside follows by exchanging \(M\leftrightarrow N\) and \(p\leftrightarrow q\). Therefore

\[
R^k=\frac{\Gamma(L)}2\left[J(N+k,M-k;p,q)+J(M+k,N-k;q,p)\right],
\]

\[
J(B,g;p,q)=\int_0^1\frac{t^B\,dt}{(p+qt^2)^{(B+g+1)/2}} .
\]

In both terms \(B+g+1=M+N+1=2L\), as required. Below, "first term" means electron 2 inside, and "second term" means electron 1 inside.

Now set \(t=\sqrt{p/q}\,\tan\phi\). Then \(dt=\sqrt{p/q}\,\cos^{-2}\phi\,d\phi\) and \(p+qt^2=p\cos^{-2}\phi\). The prefactor becomes

\[
\left(\frac pq\right)^{(B+1)/2}p^{-(B+g+1)/2}=p^{-g/2}q^{-(B+1)/2},
\]

and the power of the cosine is \((B+g+1)-B-2=g-1\). Hence

\[
J(B,g;p,q)=p^{-g/2}q^{-(B+1)/2}\,W(B,g-1;\phi_0),
\]

\[
W(B,m;\phi_0)=\int_0^{\phi_0}\sin^B\phi\,\cos^m\phi\,d\phi,
\qquad \tan\phi_0=\sqrt{q/p}.
\]

The upper limit has

\[
s=\sin\phi_0=\sqrt{\frac q{p+q}},\qquad
c=\cos\phi_0=\sqrt{\frac p{p+q}} .
\]

For the second term the angle is \(\pi/2-\phi_0\), so \(s\) and \(c\) change places. The condition \(M,N>k\) makes both cosine exponents nonnegative integers.

## The three finite sums

**Odd cosine exponent.** Let \(m=2h+1\). With \(x=\sin\phi\), one cosine supplies \(dx\) and the others give \((1-x^2)^h\). The binomial theorem yields

\[
W(B,2h+1)=\sum_{j=0}^h(-1)^j\binom hj\frac{s^{B+2j+1}}{B+2j+1}.
\]

**Even cosine exponent, odd sine exponent.** Let \(B=2b+1\). With \(x=\cos\phi\), \(dx=-\sin\phi\,d\phi\), and the sign is absorbed by integrating from \(c\) up to 1:

\[
W(2b+1,m)=\sum_{j=0}^b(-1)^j\binom bj
\frac{1-c^{m+2j+1}}{m+2j+1}.
\]

**Both exponents even.** Neither substitution removes the square root. Expand \(\cos^m\phi=(1-\sin^2\phi)^{m/2}\):

\[
W(B,m)=\sum_{j=0}^{m/2}(-1)^j\binom{m/2}{j}W(B+2j,0).
\]

For \(W_n=W(2n,0)\), integration by parts gives

\[
W_n=-s^{2n-1}c+(2n-1)\int_0^{\phi_0}\sin^{2n-2}\phi\cos^2\phi\,d\phi .
\]

Since \(\cos^2\phi=1-\sin^2\phi\), the last integral is \(W_{n-1}-W_n\), and

\[
2nW_n=(2n-1)W_{n-1}-s^{2n-1}c,\qquad W_0=\phi_0 .
\]

Write \(W_n=w_nV_n\) with \(w_n=(2n-1)!!/(2n)!!\) and \((-1)!!=0!!=1\). Because \(2nw_n=(2n-1)w_{n-1}\), division by \(2nw_n=(2n-1)!!/(2n-2)!!\) turns the recurrence into a sum:

\[
W_n=\frac{(2n-1)!!}{(2n)!!}\left[\phi_0-c\sum_{i=1}^n
\frac{(2i-2)!!}{(2i-1)!!}s^{2i-1}\right].
\]

Thus \(W(B,m)=\kappa\phi_0+c\times(\text{polynomial in }s)\). To find \(\kappa\) without the alternating sum, set \(\phi_0=\pi/2\), where \(c=0\):

\[
\kappa=\frac2\pi\int_0^{\pi/2}\sin^B\phi\cos^m\phi\,d\phi .
\]

The integrand is positive inside the interval, so \(\kappa>0\). Call the integral \(I_m\). Integrating the derivative of \(\sin^{B+1}\phi\cos^{m-1}\phi\) over the interval gives zero for \(m\ge2\), hence \((B+m)I_m=(m-1)I_{m-2}\). Combined with \(I_0=(\pi/2)(B-1)!!/B!!\), this gives

\[
\kappa=\frac{(B-1)!!\,(m-1)!!}{(B+m)!!}.
\]

## When the angle survives

The first term has \(B=N+k\) and \(m=M-k-1\); the second has \(B=M+k\) and \(m=N-k-1\). Since \(N+k\) and \(N-k\) have the same parity, two parities decide everything:

| \(M-k\) | \(N-k\) | first term | second term |
|---|---|---|---|
| even | even | sine sum | sine sum |
| odd | odd | cosine sum | cosine sum |
| odd | even | angle | sine sum |
| even | odd | sine sum | angle |

The last two rows are the cases of odd \(M+N\), and in each of them just one term contains an angle. Since \(M+N=n_a+n_b+n_c+n_d+4\), this is the stated rule.

The arctangent cannot be a disguised algebraic expression. Fix \(p\) and set \(x=\sqrt{q/p}\). The coefficient of the angle is a nonzero algebraic function of \(x\). If \(R^k\) were algebraic too, solving for the angle would make \(\arctan x\) algebraic. But

\[
\arctan x=\frac1{2i}\ln\frac{1+ix}{1-ix}
\]

changes by \(\pi\) in magnitude each time \(x\) is carried once around \(x=i\). Repeated circuits produce infinitely many values, whereas an algebraic function has finitely many branches. For the second term, \(\pi/2-\phi_0\) differs from \(-\arctan x\) by a constant, so the argument is the same. The statement concerns functions of the exponents: at the single point \(p=q\) the angle is the number \(\pi/4\).

The coefficient can also be found without the trigonometric substitution. For integer \(L\) the integrand of \(J\) is rational in \(t\), and the coefficient of \(\arctan\sqrt{q/p}\) is \(2i\) times its residue at \(t=i\sqrt{p/q}\). This was tested by numerical contour integration: one term has the predicted coefficient, the other has none.

## What this means for atomic basis functions

Suppose each radial function multiplies a spherical harmonic of order \(l_i\), and \(n_i=l_i+2v_i\) with \(v_i=0,1,2,\ldots\). Such a function is a polynomial in \(x,y,z\) times a Gaussian. The angular integral of electron 1 vanishes unless \(l_a+l_c+k\) is even and \(k\le l_a+l_c\). Consequently

\[
M-k=(l_a+l_c-k)+2(v_a+v_c)+2
\]

is even and at least 2. The same holds for \(N-k\). Every integral that survives the angular selection rules is therefore in the first row of the table. Inserting the sine sum and using \(q^{-(B+1)/2}s^{B+1}=(p+q)^{-(B+1)/2}\) gives the form to implement:

\[
J(B,g;p,q)=\frac{1}{p^{g/2}(p+q)^{(B+1)/2}}
\sum_{j=0}^{g/2-1}\frac{(-1)^j}{B+2j+1}\binom{g/2-1}{j}
\left(\frac q{p+q}\right)^j .
\]

Here \(g/2\) is an integer and \(B\) is even, so the sole irrational function of the exponents is \(\sqrt{p+q}\).

If some functions instead have \(n_i=l_i+1+2v_i\), the selection rules still guarantee \(M,N>k\), and \(l_a+l_b+l_c+l_d\) is still even. An arctangent then occurs when an odd number of the four functions is of this second type. The s function \(re^{-ar^2}\) is an example; it has a conical point at the nucleus.

## Four cases worked out

Take the model exponents \(a_a=1.0\), \(a_b=0.6\), \(a_c=0.4\), \(a_d=0.3\) bohr\(^{-2}\). Then \(p=1.4\), \(q=0.9\) bohr\(^{-2}\), \(\phi_0=0.675828\), \(s=0.625543\) and \(c=0.780189\). Values for unnormalized functions are in atomic units.

**All \(n_i=0\), \(k=0\).** Here \(M=N=2\), \(L=5/2\), and \(\Gamma(L)/2=3\sqrt\pi/8\). The first term has \(B=2\), \(g=2\), so \(J=1/[3p(p+q)^{3/2}]\). The second has \(q\) in place of \(p\) in the denominator. With \(1/p+1/q=(p+q)/(pq)\),

\[
R^0=\frac{\sqrt\pi}{8pq\sqrt{p+q}}.
\]

The two terms are \(0.045370\) and \(0.070575\), with sum \(0.115945\). Their ratio is \(q:p\). The second is larger because electron 1 has the more compact density and is more often inside.

**One raised power: \(n_a=1\), the others 0, \(k=0\).** Now \(M=3\), \(N=2\), \(L=3\), and \(\Gamma(L)/2=1\). The first term needs

\[
W(2,2)=W_1-W_2
=\tfrac12(\phi_0-cs)-\tfrac38\left(\phi_0-cs-\tfrac23cs^3\right).
\]

Collecting terms gives \([\phi_0-cs(1-2s^2)]/8\). Since \(cs=\sqrt{pq}/(p+q)\) and \(1-2s^2=(p-q)/(p+q)\),

\[
J(2,3;p,q)=\frac{\phi_0}{8(pq)^{3/2}}-\frac{p-q}{8pq(p+q)^2}.
\]

The second term is \(J(3,2;q,p)=1/[4q(p+q)^2]=2p/[8pq(p+q)^2]\). The algebraic numerators add to \(2p-(p-q)=p+q\), and

\[
R^0=\frac{\arctan\sqrt{q/p}}{8(pq)^{3/2}}+\frac1{8pq(p+q)}.
\]

For the example,

\[
\frac{0.675828}{8(1.26)^{3/2}}+\frac1{8(1.26)(2.3)}
=0.059730+0.043133=0.102863 .
\]

Two limits check both parts. For \(q\to\infty\), electron 2 sits at the nucleus and the integral must factorize:

\[
\int_0^\infty r^2e^{-qr^2}dr\int_0^\infty r^2e^{-pr^2}dr
=\frac{\pi}{16(pq)^{3/2}}.
\]

This is the arctangent part with angle \(\pi/2\); the other part is smaller by a factor of order \(q^{-1/2}\). For \(p\to\infty\), electron 1 sits at the nucleus and the expected value is \((1/2p^2)(1/2q)=1/(4p^2q)\). Now \(\arctan\sqrt{q/p}\simeq\sqrt{q/p}\), and each part supplies \(1/(8p^2q)\).

**Two raised powers: \(n_a=n_b=1\), \(n_c=n_d=0\), \(k=0\).** Here \(M=N=3\), \(L=7/2\), and \(\Gamma(L)/2=15\sqrt\pi/16\). Both terms use the cosine sum. For the first,

\[
W(3,2)=\frac{1-c^3}3-\frac{1-c^5}5=\frac2{15}-\frac{c^3}3+\frac{c^5}5 .
\]

Multiplication by \(p^{-3/2}q^{-2}\) and by \(\Gamma(L)/2\) gives the first term

\[
T(p,q)=\frac{\sqrt\pi}{16q^2}\left[\frac2{p^{3/2}}
-\frac{2p+5q}{(p+q)^{5/2}}\right],
\]

because \(5(p+q)-3p=2p+5q\). The integral is \(T(p,q)+T(q,p)=0.040679+0.070397=0.111077\), where the sum was rounded last. It is algebraic, but \(\sqrt p\) and \(\sqrt q\) now occur separately beside \(\sqrt{p+q}\).

**A dipole integral: \(n_c=n_d=1\), \(n_a=n_b=0\), \(k=1\).** Again \(M=N=3\), but \(M-k=N-k=2\), so the sine sum applies. The first term has \(J(4,2;p,q)=1/[5p(p+q)^{5/2}]\), and adding its partner gives

\[
R^1=\frac{15\sqrt\pi}{16}\,\frac{p+q}{5pq(p+q)^{5/2}}
=\frac{3\sqrt\pi}{16pq(p+q)^{3/2}}=0.075616 .
\]

To normalize, multiply by the four factors

\[
\mathcal N_i=\left[\tfrac12\Gamma(n_i+\tfrac32)(2a_i)^{-n_i-3/2}\right]^{-1/2},
\]

which follow from \(\int_0^\infty R_i^2r^2dr\). The results, in the order above, are \(0.6566\), \(0.6726\), \(0.6497\) and \(0.1978\) hartree, or \(17.867\), \(18.304\), \(17.679\) and \(5.382\) eV. These are radial integrals over products of different functions, not total repulsion energies of an atom.

## Where the closed form fails

The reduction to \(J\) does not need \(M,N>k\), but the sine sum and the angle formula do, because they expand a nonnegative integer power of \(1-\sin^2\phi\). The cosine sum remains valid for negative even \(m\): its denominators \(m+2j+1\) are odd and cannot vanish. Take all \(n_i=0\) and \(k=2\). Then \(M-k=0\), the cosine exponent is \(-1\), and with \(x=\sin\phi\)

\[
W(4,-1)=\int_0^s\frac{x^4}{1-x^2}dx
=\operatorname{artanh}s-s-\frac{s^3}3 .
\]

The division \(x^4/(1-x^2)=-x^2-1+1/(1-x^2)\) shows where the logarithmic function comes from. Adding the second term, with \(s\) replaced by \(c\), gives

\[
R^2=\frac{3\sqrt\pi}8\left[
\frac{\operatorname{artanh}s-s-s^3/3}{q^{5/2}}
+\frac{\operatorname{artanh}c-c-c^3/3}{p^{5/2}}\right]=0.054061 .
\]

So the sum of the powers is even and the integral converges, yet it is not covered by the parity rule. For four s functions its angular factor is zero, and a program that applies the selection rules first never requests it.

## Numerical use

Exact algebra does not guarantee accurate floating-point evaluation. For \(q\ll p\), the angle \(\phi_0\) is small and \(W(B,m)\simeq\phi_0^{B+1}/(B+1)\). The cosine sum builds this from terms of order 1, and the angle formula from terms of order \(\phi_0\). Rounding errors relative to \(W\) are then amplified roughly by \(\phi_0^{-(B+1)}\) and \(\phi_0^{-B}\), respectively. The sine sum has no such loss at small angle, since its leading term already has the correct power. Its alternating binomial coefficients can still cost digits when \(h\) is large and \(s\) is near 1.

For \(q<p\), a replacement follows from expanding \((1+qt^2/p)^{-L}\) under the integral:

\[
J(B,g;p,q)=p^{-L}\sum_{j=0}^{\infty}(-1)^j
\frac{\Gamma(L+j)}{\Gamma(L)\,j!}\,
\frac{(q/p)^j}{B+2j+1}.
\]

It is useful when \(q/p\) is small. For \(p\ll q\), the same expansion with \(p\) and \(q\) exchanged can replace the second term if that term is a cosine sum or contains the angle. A sine sum needs no replacement at small angle.

The closed form was tested against double quadrature for \(k\le4\), \(M,N\le9\) and two pairs \((p,q)\), 476 cases in all. The largest error relative to quadrature was \(1.9\times10^{-11}\). It occurs at \(M=N=9\), \(k=4\), \(p=0.7\), \(q=2.3\) and comes from cancellation in the cosine sum, which is therefore noticeable even at a moderate exponent ratio. More extreme ratios were not part of this test. The loss in \(R^k\) itself depends strongly on \(k\). For \(q\ll p\) the small-angle term is smaller than the other by about \(\phi_0^{N-k}\), so rounding errors relative to \(R^k\) grow roughly as \(\phi_0^{-(2k+1)}\) for the cosine sum and \(\phi_0^{-2k}\) for the angle formula. For \(M=N=9\), \(k=4\) the relative error in double precision is about \(4\times10^{-6}\) at an exponent ratio of \(10^{-2}\), and no digit survives at \(10^{-4}\). For \(M=N=9\), \(k=0\) it stays below \(10^{-12}\) at both ratios.

A second test used three-dimensional Gaussian integrals for s, p and d functions. With electron 1 in the first pair and electron 2 in the second, the angular factors for \((s\,p_z|s\,p_z)\) and \((s\,d_{z^2}|s\,d_{z^2})\) are \(1/3\) and \(1/5\). They arise because \(Y_{00}Y_{k0}=Y_{k0}/\sqrt{4\pi}\) for each electron, while the multipole expansion contributes \(4\pi/(2k+1)\). The numerical output lists these comparisons, which agree to all printed digits.

## Computed results

```
exponents a_a, a_b, a_c, a_d (bohr^-2): 1.0 0.6 0.4 0.3
p = 1.4000 bohr^-2, q = 0.9000 bohr^-2
phi0 = 0.67582763 rad
sin phi0 = 0.62554324 (no unit)
cos phi0 = 0.78018950 (no unit)
raw values: a.u., unnormalized functions
n_a,n_b,n_c,n_d = (0, 0, 0, 0), k = 0: M = 2, N = 2, L = 2.5
  first term 0.04536962, second term 0.07057497 a.u.
  arctangent part 0.00000000, algebraic 0.11594459 a.u.
  total 0.11594459 a.u., quadrature 0.11594459 a.u.
  product of norms 5.66316831 a.u.
  normalized R^k = 0.65661372 hartree = 17.86737 eV
n_a,n_b,n_c,n_d = (1, 0, 0, 0), k = 0: M = 3, N = 2, L = 3.0
  first term 0.05035289, second term 0.05250998 a.u.
  arctangent part 0.05972967, algebraic 0.04313320 a.u.
  total 0.10286287 a.u., quadrature 0.10286287 a.u.
  product of norms 6.53926350 a.u.
  normalized R^k = 0.67264740 hartree = 18.30367 eV
n_a,n_b,n_c,n_d = (1, 1, 0, 0), k = 0: M = 3, N = 3, L = 3.5
  first term 0.04067933, second term 0.07039727 a.u.
  arctangent part 0.00000000, algebraic 0.11107660 a.u.
  total 0.11107660 a.u., quadrature 0.11107660 a.u.
  product of norms 5.84889508 a.u.
  normalized R^k = 0.64967541 hartree = 17.67857 eV
n_a,n_b,n_c,n_d = (0, 0, 1, 1), k = 1: M = 3, N = 3, L = 3.5
  first term 0.02958888, second term 0.04602715 a.u.
  arctangent part 0.00000000, algebraic 0.07561604 a.u.
  total 0.07561604 a.u., quadrature 0.07561604 a.u.
  product of norms 2.61570540 a.u.
  normalized R^k = 0.19778927 hartree = 5.38212 eV
all n = 0, k = 2, logarithmic formula: 0.05406072 a.u.
all n = 0, k = 2, quadrature: 0.05406072 a.u.
s, p, d exponents of the shell test (bohr^-2): 1.0 0.6 0.5
(s s|s s): 3D code 1.12837917, R^k 1.12837917 hartree
(s pz|s pz): 3D code 0.11451621, R^k 0.11451621 hartree
(s dz2|s dz2): 3D code 0.01819887, R^k 0.01819887 hartree
(pz pz|pz pz): 3D code 0.71379831, R^k 0.71379831 hartree
cases with even M+N: 240, odd M+N: 236
largest relative error against quadrature: 1.9e-11
```
